# Net vacancy dose and crossover depth from forward-shifted implantation recoils

## Question

I am trying to understand why a high-energy silicon implant can leave vacancies near the surface of a silicon wafer, and how many. The aim is to absorb some of the interstitials that cause transient enhanced diffusion of boron.

My model is simple. Each ion knocks $N$ atoms off their sites. The vacancies form a Gaussian in depth with centre $R$ and standard deviation $\sigma$. The interstitials form an equal Gaussian, moved deeper by a small offset $\delta$, because recoils go forward on average. I want the depth at which interstitials begin to outnumber vacancies, and the net number of vacancies above that depth.

Two things trouble me. When I integrate the difference of the Gaussians from the surface inward, the answer depends on $R$, although the separation seems to be a local affair around the damage peak. And when I integrate over the whole crystal, I find more interstitials than vacancies, although I created them in pairs. What have I done wrong?

My numbers are meant to resemble roughly 1 MeV Si in Si: $R=1000$ nm, $\sigma=300$ nm, $\delta=1$ nm, $N=3000$ pairs per ion, and $5\times10^{13}$ ions/cm². Is the result large enough to matter, and what would spoil it?

## Answer

Both troubles have one source: your interstitial Gaussian contains atoms that started outside the crystal. Once they are removed, the count balances, and for a vacancy Gaussian of given height and width the dose no longer depends on $R$.

### Setting up the count

Let $x$ be the depth, with the surface at $x=0$ and the crystal at $x>0$. Per ion, the vacancy density is

$$V(x)=\frac{N}{\sqrt{2\pi}\,\sigma}\exp\!\left[-\frac{(x-R)^2}{2\sigma^2}\right],\qquad x>0 .$$

The Gaussian is normalized to $N$ over the whole line, so the part beyond the surface is missing from the crystal. With your numbers that part is 0.043 % of $N$, and I shall go on calling $N$ the number of pairs per ion. For damage closer to the surface the two numbers must be kept apart.

Every displaced atom leaves a vacancy at its starting depth and stops a distance $\delta$ deeper. An interstitial at $x$ therefore came from $x-\delta$, which must lie inside the crystal:

$$I(x)=\begin{cases}0, & 0<x<\delta,\\ V(x-\delta), & x>\delta .\end{cases}$$

The totals now agree, since the substitution $x'=x-\delta$ gives

$$\int_\delta^\infty V(x-\delta)\,dx=\int_0^\infty V(x')\,dx' .$$

### The crossover

Write $y=x-R$. For $x>\delta$ the prefactors cancel in the ratio of the densities:

$$\frac{I}{V}=\exp\!\left[\frac{y^2-(y-\delta)^2}{2\sigma^2}\right]
=\exp\!\left[\frac{\delta(2y-\delta)}{2\sigma^2}\right].$$

The ratio is 1 at $y=\delta/2$, smaller than 1 above that depth (nearer the surface) and larger than 1 below it. The first $\delta$ of the crystal holds vacancies alone. There is thus one crossover,

$$x_c=R+\frac{\delta}{2},$$

midway between the two centres and independent of $\sigma$. It must lie in the region where both species exist, $x_c>\delta$, which requires $R>\delta/2$.

### The net vacancy dose

Let $Q(x)$ be the number of vacancies minus the number of interstitials between the surface and a plane at $x>\delta$. Then

$$Q(x)=\int_0^x V(x')\,dx'-\int_\delta^x V(x'-\delta)\,dx'
=\int_0^x V\,dx'-\int_0^{x-\delta}V\,dx'
=\int_{x-\delta}^{x}V\,dx' .$$

The last integral has a direct meaning. Atoms that started within $\delta$ above the plane have crossed it; all others above the plane are still above it, and cancel against their own vacancies in the count. The net vacancy dose is the number of atoms carried through the plane.

Since $Q'(x)=V(x)-V(x-\delta)$, $Q$ rises until $x_c$ and falls afterwards. Its greatest value is the dose you want:

$$S=Q(x_c)=\int_{R-\delta/2}^{R+\delta/2}V(x)\,dx .$$

Put $t=(x-R)/(\sqrt2\,\sigma)$, so that $dx=\sqrt2\,\sigma\,dt$. The limits become $\pm a$ with $a=\delta/(2\sqrt2\,\sigma)$, and

$$S=\frac{N}{\sqrt\pi}\int_{-a}^{a}e^{-t^2}dt
=\frac{2N}{\sqrt\pi}\int_0^a e^{-t^2}dt
=N\,\mathrm{erf}\!\left(\frac{\delta}{2\sqrt2\,\sigma}\right).$$

The centre $R$ has dropped out because the window of integration is centred on the peak wherever the peak lies. The interstitial excess below the crossover is equally large:

$$\int_{x_c}^\infty (I-V)\,dx=\int_{x_c-\delta}^\infty V\,dx-\int_{x_c}^\infty V\,dx=S .$$

### Small and large offsets

For a small argument, $\mathrm{erf}(a)=(2/\sqrt\pi)(a-a^3/3+\dots)$, so

$$S\simeq\frac{N\delta}{\sqrt{2\pi}\,\sigma}\left(1-\frac{\delta^2}{24\sigma^2}\right).$$

The leading term is $\delta\,V(R)$: offset times peak vacancy density. Only the product $N\delta$ matters here, and a broader damage profile separates fewer pairs.

In the opposite case, $\delta\gg\sigma$ with $R>\delta/2$, the error function tends to 1 and $S\to N$. The two clouds have then separated completely. Recoils do not reach that limit, but it shows that the formula cannot produce more net vacancies than pairs.

### What the cut-off Gaussians did

You integrated $V(x)-V(x-\delta)$ all the way from $x=0$. That gives

$$S_{\rm cut}=\int_0^{x_c}V\,dx-\int_{-\delta}^{x_c-\delta}V\,dx
=\int_{x_c-\delta}^{x_c}V\,dx-\int_{-\delta}^{0}V\,dx=S-B .$$

The term $B$ counts atoms that would have entered from outside. With $\Phi$ the cumulative normal distribution, and $\Phi(-z)=1-\Phi(z)$,

$$B=N\left[\Phi\!\left(-\frac R\sigma\right)-\Phi\!\left(-\frac{R+\delta}\sigma\right)\right]
=N\left[\Phi\!\left(\frac{R+\delta}\sigma\right)-\Phi\!\left(\frac R\sigma\right)\right].$$

This is your unwanted dependence on $R$, and also your surplus of interstitials in the whole crystal. For small $\delta$, $B\simeq\delta V(0)$, so $B/S\simeq e^{-R^2/2\sigma^2}$. For your implant $B=0.015$ per ion, or 0.4 % of $S$. The error is one of principle here, but it grows when the damage lies close to the surface.

A deliberately large offset makes it visible. With $R=40$ nm, $\sigma=20$ nm and $\delta=12$ nm, I displaced a large set of individual atoms and counted them on each side of a plane. The greatest net dose was $0.23583\,N$, at 46.00 nm. Here $N$ still belongs to the whole Gaussian, of which 2.3 % now lies outside the crystal. The formulas give $0.23582\,N$ and $40+12/2=46$ nm. The cut-off Gaussians give $0.21773\,N$, about 8 % too little.

### Your implant

The crossover is at $x_c=1000+0.5=1000.5$ nm. The small-offset formula is ample, because $\delta/\sigma=1/300$:

$$S=\frac{3000\times1}{\sqrt{2\pi}\times300}=3.99\ \text{net vacancies per ion}.$$

Multiplication by the ion dose gives

$$3.99\times5\times10^{13}\ \mathrm{cm^{-2}}=2.0\times10^{14}\ \mathrm{cm^{-2}} .$$

Only $3.99/3000=0.13$ % of the pairs contribute. The net dose is a small difference between two large populations.

To see where these vacancies lie, expand the difference about the midpoint of the shift. With $u=x-x_c$ and $x>\delta$,

$$V(x)-V(x-\delta)\simeq\delta\,V'\!\left(x-\frac\delta2\right)
=-\frac{N\delta\,u}{\sqrt{2\pi}\,\sigma^3}\,e^{-u^2/2\sigma^2}.$$

The derivative of $-u\,e^{-u^2/2\sigma^2}$ vanishes at $u=\pm\sigma$, and the vacancy maximum is the one at $u=-\sigma$. It lies at $1000.5-300=700.5$ nm, with height

$$\frac{N\delta\,e^{-1/2}}{\sqrt{2\pi}\,\sigma^2}=\frac{3.99\times0.607}{300\ \mathrm{nm}}=0.0081\ \mathrm{nm^{-1}}\ \text{per ion},$$

or $4.0\times10^{18}$ cm⁻³ at your dose. The vacancy-only layer in the first nanometre is a separate feature. Its density, $V(0)=3.99\,e^{-(1000/300)^2/2}\approx0.015$ nm⁻¹ per ion, is higher, but it holds only about 0.015 vacancy per ion.

"Near-surface" therefore needs care. For any depth $x>\delta$, the net dose between the surface and $x$ is $Q(x)\simeq\delta V(x)$, because $V$ changes little over $\delta$. Down to 100 nm it is

$$Q(100\ \mathrm{nm})\simeq3.99\,e^{-(900/300)^2/2}\approx0.04\ \text{per ion},$$

or about $2\times10^{12}$ cm⁻². That is one per cent of $S$. In this model, most of the vacancies lie far below a shallow boron layer.

### Why the small difference survives

Let both species diffuse with the same coefficient $D$ and recombine locally at a rate $kIV$:

$$\frac{\partial V}{\partial t}=D\frac{\partial^2V}{\partial x^2}-kIV,\qquad
\frac{\partial I}{\partial t}=D\frac{\partial^2I}{\partial x^2}-kIV .$$

Subtraction removes the recombination term, so $V-I$ obeys the plain diffusion equation. If recombination runs to completion before anything diffuses, each depth keeps only its majority species. The survivors above $x_c$ are then the dose $S$.

Diffusion mixes the two regions. A Gaussian stays Gaussian under diffusion, and its variance grows by $L^2=2Dt$. Away from the surface, $V-I$ began as a difference of two Gaussians, so the separated dose becomes

$$S_L=N\,\mathrm{erf}\!\left(\frac{\delta}{2\sqrt2\sqrt{\sigma^2+L^2}}\right)
\simeq S\,\frac{\sigma}{\sqrt{\sigma^2+L^2}} .$$

This assumes equal diffusivities, a surface that is no sink, and a crossover several broadened widths below it. For $L=150$ nm, $S_L=3.99\times300/335=3.57$ per ion. A calculation that followed both species separately also gave a net dose of 3.57. Its recombination rate was proportional to $VI/(V+I)$ instead of $VI$; any local loss in pairs cancels from $V-I$ in the same way. The recombination was fast enough to remove almost all pairs during the diffusion. It left 3.57 vacancies per ion in all, so nearly every remaining vacancy belonged to the net dose.

If the surface is instead a perfect sink for both species, a defect starting at depth $x$ has been absorbed with probability $\mathrm{erfc}[x/(\sqrt2L)]$. Weighting the initial $V-I$ with this probability gives a net loss of 0.08 vacancy per ion at the same $L$, or 2 % of $S$. Unequal diffusivities would need a fuller calculation.

### What shifts the result

In each case below, one feature is added to your original model and the others are left out.

**The implanted ion itself.** A silicon ion adds an atom to the lattice. Count it as one extra interstitial, with a Gaussian range profile $C(x)$ centred at 1150 nm and of standard deviation 200 nm. The crossover is now where $V-I=C$, and it moves up to 970 nm. The linear part of the earlier expansion explains the size of the shift. Near the peak, $V-I$ falls with depth at a rate $S/\sigma^2=3.99/300^2=4.4\times10^{-5}$ nm⁻², while $C(970\ \mathrm{nm})\approx1.33\times10^{-3}$ nm⁻¹. Their quotient is 30 nm.

The vacancy dose drops by 5 %, to 3.78 per ion. The effect is this small only because $S$ is well above one atom per ion; for a smaller offset it grows, as shown below. The totals no longer balance, nor should they: the crystal has gained one atom per ion, so the interstitial excess below the crossover is $3.78+1=4.78$ per ion.

**A spread of recoil distances.** Let the displacement $\ell$ have mean $\delta$ and standard deviation $s$, so that $\langle\ell^2\rangle=s^2+\delta^2$. Far from the surface, averaging over $\ell$ gives

$$I(x)=\langle V(x-\ell)\rangle\simeq V-\delta V'+\frac{s^2+\delta^2}{2}V'' .$$

The Gaussian has $V'=-yV/\sigma^2$ and $V''=(y^2/\sigma^2-1)V/\sigma^2$. Setting $I=V$ yields

$$-\delta y=\frac{s^2+\delta^2}{2}\left(\frac{y^2}{\sigma^2}-1\right).$$

For the root near the peak, $y^2\ll\sigma^2$, and hence

$$x_c\simeq R+\frac{s^2+\delta^2}{2\delta} .$$

With $s=0$ this returns $R+\delta/2$. With $s=3$ nm it gives $1000+10/2=1005$ nm, and finding the crossing numerically gives the same depth. The dose stays at 3.99, if the few atoms that recoil out through the surface are left aside. The reason is that the net transfer through a plane is now

$$Q\simeq\delta V-\frac{s^2+\delta^2}{2}V',$$

and close to the peak $V'$ is nearly zero. The half-nanometre in $x_c=1000.5$ nm thus has no practical meaning, whereas the dose is robust as long as the shift $(s^2+\delta^2)/(2\delta)$ stays small compared with $\sigma$.

**Damage between the surface and the peak.** The window argument did not need a Gaussian. For any smooth single-peaked profile that varies little over $\delta$, the crossover lies near the maximum of $V$, and $S\simeq\delta V_{\max}$. Suppose that 30 % of the pairs form a shelf from the surface to the peak,

$$V_{\rm shelf}(x)=\frac h2\,\mathrm{erfc}\!\left(\frac{x-R}{\sqrt2\,\sigma}\right),\qquad
h\simeq\frac{0.3\times3000}{1000\ \mathrm{nm}}=0.9\ \mathrm{nm^{-1}} .$$

The remaining 70 % keep the Gaussian. The slope of the total is

$$-\left[\frac{0.7N\,y}{\sigma^2}+h\right]\frac{e^{-y^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma},$$

which vanishes at

$$y=-\frac{h\sigma^2}{0.7N}=-\frac{0.9\times300^2}{2100}\approx-39\ \mathrm{nm}.$$

The crossover moves up to 962 nm, and the dose becomes 3.27 per ion, 18 % less than before. Moreover, 0.91 of these 3.27 vacancies lie in the first nanometre, where no recoils arrive from above. Whether they behave as bulk vacancies or become part of the surface is outside this model. Without them, 2.36 per ion remain, which is 41 % below the Gaussian result.

### Beside a real implant

Your parameters are round values in the regime of roughly 1 MeV Si in Si, not a computed damage profile. The Gaussian shape is one weak assumption. A fast ion loses much of its energy to electrons at first, but it still displaces some atoms on its way in, so real damage has a tail toward the surface. The 30 % shelf is an illustrative size for it, and it lowers the dose by 18 %, or by 41 % if the first nanometre is discounted. The offset is the weakest input, and it enters in direct proportion: at fixed $N$ and $\sigma$, $\delta=2$ nm would double the dose to 7.98 per ion. The true value probably lies far below 1 nm. Most displaced atoms have little energy and leave in nearly random directions, and the few fast recoils move largely sideways. A rough binary-collision estimate for 1 MeV Si in an amorphous Si target puts the summed forward displacement $N\delta$ near 200 nm per ion, not 3000 nm, which means $\delta$ of order 0.05 nm. With $\delta=0.05$ nm the formula gives 0.20 net vacancy per ion. The implanted ion is then no small correction: it moves the crossover up to about 780 nm and lowers the dose to about 0.12 per ion. The figure of about four per ion therefore belongs to the assumed $\delta=1$ nm, and for the real implant a tenth to a few tenths of a vacancy per ion is the more likely size.

Amorphization sets another limit. If no pairs recombined during the implant, the peak pair density would be $2.0\times10^{21}$ cm⁻³, or 4.0 % of the silicon sites. The threshold depends on temperature and dose rate; take a displaced fraction of 10 % as a rough guide. Without recombination, 2.5 times your ion dose would reach it; recombination during the implant raises that dose. Beyond the threshold a buried amorphous layer could form. Its regrowth would rearrange the defects, and this count would no longer apply there.

For transient enhanced diffusion, the model with $\delta=1$ nm puts a ceiling of $2.0\times10^{14}$ cm⁻² on how many interstitials the vacancy region can absorb. This holds if both species diffuse equally fast, or if the pairs recombine before anything diffuses. If one species is faster and recombination is incomplete, diffusion itself can separate further pairs and leave more net vacancies. Reaching the ceiling requires that every net vacancy survives and meets an interstitial from the boron implant. If that implant leaves about one excess interstitial per boron ion, the ceiling corresponds to a boron dose of about $2\times10^{14}$ cm⁻². That would be large enough to matter, but it scales with the offset: for $\delta=0.05$ nm the ceiling is only $1\times10^{13}$ cm⁻², or about $6\times10^{12}$ cm⁻² once the implanted ion is counted, so a comparable effect would need a much larger silicon dose. But only about $2\times10^{12}$ cm⁻² of the vacancies lie within the top 100 nm in the Gaussian model, so either the interstitials must travel down or the vacancies must travel up before the excess can be removed. The numerical output lists the main values used here.

## Calculated quantities

```
COUNTING TEST WITH LARGE OFFSET
centre, sigma, offset: 40, 20, 12 nm
counted dose per pair: 0.23583
formula dose per pair: 0.23582
counted crossover: 46.00 nm
dose per pair with cut-off Gaussians: 0.21773
WORKED EXAMPLE
pairs per ion N: 3000
damage centre R: 1000 nm
damage sigma: 300 nm
forward offset delta: 1.0 nm
ion dose: 5.0e+13 cm^-2
crossover depth: 1000.5 nm (root: 1000.5000 nm)
net vacancy dose, formula: 3.9894 per ion
net vacancy dose, integrated: 3.9894 per ion
interstitial excess below: 3.9894 per ion
small-offset dose: 3.9894 per ion
net vacancy dose: 1.995e+14 cm^-2
share of pairs not cancelled: 0.1330 %
loss B from cut-off Gaussians: 0.0153 per ion
Gaussian tail outside crystal: 0.043 %
net vacancy peak depth: 700.5 nm
net vacancy peak: 0.00807 per ion per nm
net vacancy peak: 4.03e+18 cm^-3
NEGLECTED EFFECTS
ion range, straggle: 1150, 200 nm
crossover with added ions: 970.3 nm
vacancy dose with added ions: 3.785 per ion
recoil displacement spread s: 3.0 nm
crossover with spread: 1005.00 nm
crossover with spread, formula: 1005.00 nm
dose with spread: 3.990 per ion
share of pairs in shelf: 30 %
crossover with shelf: 961.9 nm
dose with shelf: 3.266 per ion
of which in first offset length: 0.910 per ion
diffusion length L: 150 nm
dose after diffusion, simulated: 3.568 per ion
dose after diffusion, formula: 3.568 per ion
all vacancies left in simulation: 3.573 per ion
net vacancies lost to surface sink: 0.077 per ion
silicon site density: 4.994e+22 cm^-3
peak pair density: 1.99e+21 cm^-3
peak displaced fraction: 4.0 %
dose if offset is doubled: 7.979 per ion
```
